# Core pressure in a silicon sphere lithiating behind a sharp front

## The decision that hangs on the result

A calculation of how fast lithium converts a silicon particle needs the stress at the reaction front, because the reaction must push its swollen product outward. In a plastic shell the yield condition fixes the size of the difference between hoop and radial stress, but not its sign. One sign puts the unreacted core under pressure, which opposes the reaction; the other puts it in tension. The choice cannot be made from the swelling at the front alone: that swelling first drives new material to one branch of yield, and the later flow carries it to the other.

The result derived here is

$$p=2\sigma_Y\ln\frac{b}{a},$$

where $p$ is the pressure in the core, $a$ the current front radius, $b$ the current outer radius and $\sigma_Y$ the uniaxial yield stress of the lithiated shell.

## Model and conventions

A sphere of initial radius $R_0$ reacts at a spherical front that moves inward. Inside the front is unreacted silicon; outside it is a product of uniform composition. One volume of silicon becomes $\beta>1$ volumes of product.

Tensile stress is positive, and $p$ is positive in compression. By symmetry the stresses are a radial one, $\sigma_r(r)$, and two equal hoop stresses, $\sigma_\theta(r)$. Their difference is written

$$q=\sigma_\theta-\sigma_r .$$

The shell is perfectly plastic: it neither hardens nor depends on rate. Its elastic strains are first neglected beside its plastic flow, and the core is treated as rigid when the motion is computed. The outer surface is free of traction, inertia is negligible, and surface and interface stresses are omitted. The sizes of several of these omissions are estimated below.

## Motion of the shell

Consider material that was converted when the front stood at radius $s$. It is now at radius $r$. The silicon that lay between $a$ and $s$ has become the product between $a$ and $r$, so that, after division by $4\pi/3$,

$$r^3-a^3=\beta\,(s^3-a^3). \tag{1}$$

For the outermost material $s=R_0$ and $r=b$:

$$b^3=a^3+\beta\,(R_0^3-a^3). \tag{2}$$

To follow one piece of material, hold $s$ fixed and differentiate (1) with respect to time:

$$3r^2\dot r-3a^2\dot a=-3\beta a^2\dot a
\quad\Rightarrow\quad
r^2\dot r=-(\beta-1)a^2\dot a .$$

The front moves inward, so $\dot a=-|\dot a|$, and the material velocity is

$$v(r)=\dot r=\frac{(\beta-1)a^2|\dot a|}{r^2}>0. \tag{3}$$

The shell flows outward while the front moves inward. At the front the product leaves at speed $v(a)+|\dot a|=\beta|\dot a|$ relative to the front, which is $\beta$ times the speed at which silicon enters it, as volume balance requires.

## Which branch of yield

The strain rates follow from (3). Since $v\propto r^{-2}$,

$$d_r=\frac{dv}{dr}=-\frac{2v}{r},\qquad d_\theta=\frac vr. \tag{4}$$

Their sum $d_r+2d_\theta$ is zero, so the flow preserves volume. Each spherical layer is stretched along its surface and thinned along the radius.

The mean stress is $\sigma_m=(\sigma_r+2\sigma_\theta)/3$. Subtracting it gives the deviatoric stresses

$$s_r=\sigma_r-\sigma_m=-\tfrac23q,\qquad
s_\theta=\sigma_\theta-\sigma_m=\tfrac13q. \tag{5}$$

The Mises flow rule makes the deviatoric stress a positive multiple of the plastic strain rate. The ratio $s_r:s_\theta=-2:1$ agrees with (4), and $d_\theta>0$ then requires $q>0$.

With two equal principal stresses the Mises equivalent stress is

$$\sqrt{\tfrac12\left[(\sigma_r-\sigma_\theta)^2+(\sigma_\theta-\sigma_r)^2\right]}=|q|.$$

The largest difference of principal stresses, which enters the Tresca condition, is also $|q|$. Both conditions therefore give

$$\sigma_\theta-\sigma_r=+\sigma_Y. \tag{6}$$

This fixes a difference and does not say that the hoop stress is tensile. A hoop stress may be compressive and still satisfy (6), provided the radial stress is more compressive by $\sigma_Y$.

## Equilibrium and the stress in the core

Cut a thin spherical layer in half. The radial stress on its curved faces gives a net force equal to the change of $\pi r^2\sigma_r$ across the layer. The hoop stress on the cut ring, of area $2\pi r\,dr$, balances it:

$$d(\pi r^2\sigma_r)=2\pi r\,\sigma_\theta\,dr .$$

Expanding the left side and dividing by $\pi r^2dr$ gives

$$\frac{d\sigma_r}{dr}=\frac{2(\sigma_\theta-\sigma_r)}r=\frac{2q}{r}. \tag{7}$$

Integrate from $r$ to the free surface, where $\sigma_r(b)=0$, with $q=\sigma_Y$:

$$0-\sigma_r(r)=2\sigma_Y\int_r^b\frac{dr'}{r'}
\quad\Rightarrow\quad
\sigma_r(r)=-2\sigma_Y\ln\frac br. \tag{8}$$

Equation (6) then gives the hoop stress,

$$\sigma_\theta(r)=\sigma_Y\left(1-2\ln\frac br\right). \tag{9}$$

At the outer surface the hoop stress is $+\sigma_Y$. It vanishes at $r=b\,e^{-1/2}$. If $b/a>e^{1/2}$ this radius lies in the shell, and the material between it and the front is in hoop compression.

The radial traction is continuous across the front, so the core surface carries the normal stress $\sigma_r(a)$. An equal contraction along all directions is compatible with this load. In an isotropic solid it produces a pure pressure. In a cubic crystal it does so too: the three cube axes are equivalent, so the normal stresses along them are equal, and no shear stress arises. A stress tensor with three equal principal values is the same in every orientation. Since the linear elastic solution for a given surface traction is unique, the whole core carries

$$p=-\sigma_r(a)=2\sigma_Y\ln\frac ba. \tag{10}$$

## The same result from power

The reaction at the front pushes new product outward against the pressure $p$, so it supplies the power $4\pi a^2p\,v(a)$ to the shell. The core is at rest and does no work. The free outer surface supplies none. The equivalent plastic strain rate is

$$\dot\varepsilon=\sqrt{\tfrac23(d_r^2+2d_\theta^2)}
=\sqrt{\tfrac23\cdot\frac{6v^2}{r^2}}=\frac{2v}{r}.$$

Because $r^2v(r)=a^2v(a)$, the power dissipated in the shell is

$$\int_a^b\sigma_Y\frac{2v}{r}\,4\pi r^2dr
=8\pi\sigma_Ya^2v(a)\ln\frac ba .$$

Equating the two powers returns (10). The pressure is thus the plastic work in the shell per unit volume pushed out from the front.

## The layer just behind the front

Suppose that the free swelling of the reaction is isotropic. A new layer is bonded to the core and cannot extend along the front, so its total logarithmic strain is $\ln\beta$ in the radial direction and zero in the hoop directions. Free swelling accounts for $\frac13\ln\beta$ in each direction. The remainder is $-\frac13\ln\beta$ in the hoop direction and $+\frac23\ln\beta$ in the radial direction, a difference of $-\ln\beta$. With shear modulus $G$ and elastic volume change neglected, a purely elastic response would give $q=-2G\ln\beta$. If this exceeds the yield stress in size, the layer yields at $q=-\sigma_Y$, opposite to (6).

Outward flow then stretches the layer. Its hoop strain since conversion is $e=\ln(r/s)$. If elastic volume change is neglected, its radial strain is $-2e$, so the strain difference is $3e$ and $q$ rises by $2G\cdot3e=6Ge$. Going from $-\sigma_Y$ to $+\sigma_Y$ needs

$$e^*=\frac{2\sigma_Y}{6G}=\frac{\sigma_Y}{3G}. \tag{11}$$

To find where this occurs, write $r=a(1+x)$ with $x\ll1$. Equation (1) gives $s\simeq a(1+x/\beta)$, hence $e\simeq x(1-1/\beta)$. The reversal is complete at

$$x^*=\frac{\sigma_Y}{3G}\,\frac{\beta}{\beta-1}. \tag{12}$$

For $x<x^*$, $q=\sigma_Y(-1+2x/x^*)$; beyond it, $q=\sigma_Y$. Integrating (7) over the whole shell for a general $q$ gives

$$p=2\int_a^b q\,\frac{dr}{r}. \tag{13}$$

Let $L=\ln(b/a)$. To first order $dr/r=dx$. The average of $q$ across the complete reversal layer is zero, so this layer contributes nothing and

$$p\simeq2\sigma_Y(L-x^*),\qquad L>x^*. \tag{14}$$

For a shell thinner than the reversal layer,

$$p\simeq2\sigma_Y\int_0^L\left(-1+\frac{2x}{x^*}\right)dx
=2\sigma_Y\left(-L+\frac{L^2}{x^*}\right),\qquad L<x^*. \tag{15}$$

This is negative: in this model the core starts in slight tension. The result (10) is therefore the limit $x^*\ll L$. If the reaction left new material at $q=0$ instead, only half the rise would be needed, over a layer of thickness $x^*/2$ with average $q=\sigma_Y/2$. The loss of pressure would be $2(\sigma_Y/2)(x^*/2)=\sigma_Yx^*/2$, a quarter of that in (14).

Equation (13) also gives a bound. Perfect plasticity requires $|q|\le\sigma_Y$, so for given $a$ and $b$, and without surface or interface stress, $|p|\le2\sigma_Y\ln(b/a)$ whatever the elastic history of the shell.

## Worked example

Take $R_0=50$ nm and $a=30$ nm. Rough values for a product near Li$_{15}$Si$_4$ are $\beta=3.8$, $\sigma_Y=0.5$ GPa and $G=16$ GPa. Equation (2) gives

$$b=\left[30^3+3.8\,(50^3-30^3)\right]^{1/3}\text{ nm}=73.6\text{ nm}.$$

Then, with the unrounded $b$, $\ln(b/a)=0.898$, and

$$p=2(0.5\text{ GPa})(0.898)=0.90\text{ GPa}.$$

Using the initial radius in place of $b$ would give $2(0.5)\ln(50/30)=0.51$ GPa, which is 43% below this value.

In the ideal shell the hoop stress is $+0.50$ GPa at the surface, zero at 44.7 nm and $0.5(1-2\times0.898)=-0.40$ GPa at the front. The inner part of the shell is thus in compression in all directions, although it is being stretched along its surface. The thin reversal layer changes the value at the front itself: the newest material has $q=-\sigma_Y$, so its hoop stress is about $-1.4$ GPa.

The pressure is also a cost to the reaction. Converting one silicon atom of volume $\Omega=0.0200$ nm$^3$ pushes out an extra volume $(\beta-1)\Omega$. With 3.75 lithium atoms per silicon atom, the work per lithium is

$$w=\frac{p(\beta-1)\Omega}{3.75}
=\frac{0.898\times2.8\times0.0200}{3.75}\text{ GPa nm}^3
\simeq0.084\text{ eV}.$$

If the cell supplies this work through one electron per lithium, it corresponds to 84 mV. It covers the pushing of the shell at this front position, and leaves out plastic work within the front and the changes of elastic energy. The first omission is not small. If the swelling is isotropic and the material yields at $\sigma_Y$ throughout it, a layer held at fixed hoop length while its volume grows from 1 to $\beta$ dissipates $\frac23\sigma_Y(\beta-1)$ per unit volume of silicon. That adds about 0.031 eV per lithium.

For the reversal layer, (12) gives $x^*=(0.5/48)(3.8/2.8)=0.0141$, a thickness of $30\times0.0141=0.42$ nm. With elastic volume change neglected, the predicted loss of pressure is $2(0.5\text{ GPa})(0.0141)=14$ MPa, or 1.6% of $p$; volume change raises this loss to about 25 MPa, as estimated below. A numerical history that follows each layer through swelling, yield and reversal, with incompressible elasticity, gives 0.884 GPa when extrapolated to vanishing layer thickness, and the same loss of 14 MPa. Doubling the number of layers from 2000 to 4000 changes its pressure by 0.7 MPa. With the shear modulus raised a hundredfold and the other inputs held fixed, the 4000-layer history gives 0.897 GPa, within 0.2% of (10); equation (14) predicts a loss of only 0.14 MPa in this case, so the remaining gap of about 1 MPa comes from the finite layer thickness.

The same history shows the initial tension: with the front at 49.907 nm the core stress is tensile by about 3.5 MPa, the minimum $\sigma_Yx^*/2$ of (15). But the front has then moved by 0.09 nm, less than an atomic spacing. With elastic volume change the wider reversal layer raises the largest tension to about 6 MPa, reached after about 0.17 nm. The reversal layer itself is only a few silicon bond lengths thick, so a continuum account of it indicates the size of the correction and not its detailed structure.

## How the pressure grows

At the start let $a=R_0(1-\delta)$ with $\delta\ll1$. Then $a^3\simeq R_0^3(1-3\delta)$, and (2) gives

$$b^3\simeq R_0^3\left[1+3(\beta-1)\delta\right],\qquad
b\simeq R_0\left[1+(\beta-1)\delta\right].$$

Therefore $\ln(b/a)\simeq(\beta-1)\delta+\delta=\beta\delta$, and

$$p\simeq2\sigma_Y\beta\,\delta,\qquad x^*\ll\beta\delta\ll1. \tag{16}$$

In this limit the early growth is linear in the distance travelled by the front. The worked example never comes close to the limit, so there (16) is only a rough guide. With the front at 48 nm it gives 0.152 GPa, whereas (10) gives 0.134 GPa, and the reversal loss of about 25 MPa lowers this to about 0.11 GPa.

Near the end $a^3\ll R_0^3$, and $b$ approaches $\beta^{1/3}R_0$. Then

$$p\simeq2\sigma_Y\ln\frac{\beta^{1/3}R_0}{a}. \tag{17}$$

Each halving of the core radius now adds $2\sigma_Y\ln2$, which is 0.69 GPa here. Between $a=20$ nm and $a=10$ nm the full formula rises from 1.35 to 2.05 GPa, or by 0.71 GPa. The small excess comes from the remaining growth of $b$, from 76.8 to 77.9 nm.

The logarithm diverges as $a\to0$, but the model fails before that: a core a few atoms wide has no continuum stress, the reaction may stall under the growing pressure, and interface stress contributes a term that grows as $1/a$.

The sign depends on expansion. If a bonded product occupied less volume than the reactant, $\beta<1$, (3) would give inward flow. The flow rule would select $q=-\sigma_Y$, and the same integration would give $p=-2\sigma_Y\ln(b/a)$, a core in tension.

## What the ideal shell leaves out

**Surface and interface stress.** A tensile interface stress $f$ at the front adds $2f/a$ to the core pressure, and an equal stress at the outer surface adds $2f/b$. For an assumed $f=1$ N/m on both, the sum is 94 MPa, about 10% of $p$. Compressive interface stresses would reduce the pressure instead.

**Rate sensitivity.** Let the flow stress vary as the strain rate to a small power $m$, and let $\sigma_Y$ be its value at the front. Since $d_\theta\propto r^{-3}$, $q=\sigma_Y(a/r)^{3m}$, and (13) gives

$$p=2\sigma_Y\,\frac{1-(a/b)^{3m}}{3m}. \tag{18}$$

For an assumed $m=0.02$ the pressure falls by 24 MPa, or 2.6%. The limit $m\to0$ restores (10).

**Elastic volume change.** The core shrinks under pressure. The volume integral of the mean stress over a body free of external load is zero, so the shell carries a net mean tension that balances the core and slightly enlarges it. Correcting both radii for these changes raises $p$ by 4 MPa, or 0.4%.

Volume change also widens the reversal layer, and this effect is larger. The radial stress hardly changes across that thin layer, so $q$ rises by $E/(1-\nu)$ per unit of hoop strain instead of $6G$. With Young modulus $E=40$ GPa and Poisson ratio $\nu=0.25$ this is 53 GPa instead of 96 GPa, and the reversal loss grows from 14 to about 25 MPa. Together the two effects lower $p$ by about 8 MPa, or 0.9%.

**Shape of the front.** Changing the local front radius by 10%, with $b$ fixed, changes $2\sigma_Y\ln(b/a)$ by $+105$ MPa for the smaller radius and $-95$ MPa for the larger. This is a local estimate of size. A faceted core is not under uniform pressure, and its stress needs a separate calculation.

## Beside a real particle

Crystalline silicon does lithiate behind a sharp front in its first charge at room temperature, and the product is amorphous and can flow plastically. The assumed volume ratio is typical of nearly full lithiation. The yield stress is less certain: values from roughly 0.5 GPa to more than 1 GPa are plausible, depending on composition and rate. At fixed radii the ideal pressure (10) is proportional to $\sigma_Y$, so 1 GPa would double it to 1.8 GPa. The reversal loss grows as $\sigma_Y^2$ and would then take off about 0.1 GPa. The uncertainty in the yield stress is larger than any of the corrections estimated above. The assumption that crystalline particles most visibly break is spherical symmetry, because the front speed depends on crystal direction.

Cracking is a further limit. The outer shell is in hoop tension, and the energy available to a crack scales as $\sigma_Y^2b/E$, with $E=40$ GPa the Young modulus of the shell. Here it is $0.5^2\times73.6/40=0.46$ J/m$^2$, against a rough fracture energy of 5 J/m$^2$. With its prefactor set to one, this scale would reach the fracture energy at $b\simeq0.8$ µm. Crystalline particles are known to crack at much smaller sizes, above an initial diameter of roughly 150 nm. The estimate is therefore not a safe-size rule; concentration of hoop tension by uneven swelling is a plausible reason, which the spherical model cannot test. Once the shell cracks, its hoop stress is relieved near the crack and (10) no longer applies.

The remaining values, including the pressure at other front positions, are in the numerical output.

## Computed values

```
INPUTS (material values rough)
initial radius R0: 50 nm
front radius a: 30 nm
volume ratio beta: 3.8 (dimensionless)
yield stress: 0.5 GPa
shell Young modulus: 40 GPa
shell Poisson ratio: 0.25 (dimensionless)
shell shear modulus: 16 GPa
shell bulk modulus: 26.67 GPa
core bulk modulus: 98 GPa
Li per Si: 3.75 (dimensionless)
MAIN RESULT
outer radius b: 73.64 nm
ln(b/a): 0.898 (dimensionless)
core pressure, formula: 0.898 GPa
core pressure, power balance: 0.898 GPa
outward speed at a / front speed: 2.8 (dimensionless)
outward speed at b / front speed: 0.4647 (dimensionless)
hoop stress at front: -0.398 GPa
hoop stress at surface: 0.5 GPa
radius of zero hoop stress: 44.67 nm
front 45 nm: b = 60.35 nm, p = 0.294 GPa
front 40 nm: b = 66.63 nm, p = 0.510 GPa
front 20 nm: b = 76.78 nm, p = 1.345 GPa
front 10 nm: b = 77.87 nm, p = 2.052 GPa
silicon volume per atom: 0.02002 nm^3
work to push shell, per Li: 0.0838 eV
ELASTIC-PLASTIC HISTORY
new-layer hoop minus radial stress: -0.5 GPa
oldest-layer hoop minus radial stress: 0.5 GPa
pressure, 2000 layers: 0.88255 GPa
pressure, 4000 layers: 0.88321 GPa
mesh shift: 0.659 MPa
pressure, extrapolated: 0.88387 GPa
pressure, shear modulus x100: 0.89678 GPa
relative reversal thickness x*: 0.01414 (dimensionless)
reversal layer thickness: 0.424 nm
reversal loss, marched: 14.2 MPa
reversal loss, first order: 14.1 MPa
thin-shell test front radius: 49.907 nm
thin-shell core pressure: -3.55 MPa
OTHER NEGLECTED EFFECTS (rough estimates)
elastic volume-change shift: 3.61 MPa
interface and surface stress, each: 1 N/m
their added core pressure: 93.8 MPa
assumed rate exponent: 0.02 (dimensionless)
rate-sensitivity shift: -23.8 MPa
assumed front radius variation: 10 percent
local shift, smaller radius: 105 MPa
local shift, larger radius: -95.3 MPa
crack energy-release scale: 0.46 J/m^2
rough fracture energy: 5 J/m^2
```
